\section*{Surface-diffusion breakup of a cylindrical filament, derived in two ways, part 2}

A solid metal filament of radius $R$, with cylindrical coordinates $(\rho,\theta,z)$, can lower its surface energy $E$ as atoms move along its surface. Which disturbance grows fastest? Temperature $T$ is uniform; there is no evaporation, interior diffusion, external stress or voltage.

The isotropic surface energy per area is $\gamma$, the atomic volume $\Omega$, and $\mu$ the energy per added atom, measured from a flat surface. $\mathbf J$ is the atomic flux per unit width and time, $\nabla_s$ the gradient along the surface, $v_n$ the outward normal speed, and $K$ the sum of principal curvatures, positive where the solid is convex. $D_s$ is the surface diffusion coefficient and $\nu$ the number of mobile atoms per area. Subscripts such as $r_z$ denote derivatives. The first derivation used $\mu=\gamma\Omega K$ and
\begin{equation}
\mathbf J=-M\nabla_s\mu,\qquad M=\frac{D_s\nu}{k_BT},
\label{flux}
\end{equation}
\begin{equation}
v_n=B\nabla_s^2K,\qquad
B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
\label{mullins}
\end{equation}

For wavenumber $k$ along the axis and angular number $n$, put $x=kR$ and $Q=x^2+n^2$. Small amplitudes grow as $e^{st}$ with $s=-(B/R^4)Q(Q-1)$. Growth requires $n=0$ and wavelengths above $2\pi R$; it is fastest at $x^2=1/2$:
\begin{equation}
\boxed{\lambda_*=2\pi\sqrt2\,R,\qquad
s_*=\frac{B}{4R^4}.}
\label{result}
\end{equation}
The growth time is $\tau=1/s_*$. We now derive this rate from the energy released and dissipated.

The example is a bare bridge across an open gap: $R=2.0$ nm, $\gamma=1.0$ J/m$^2$, $\Omega=0.017$ nm$^3$, $T=300$ K, $\nu=15.13$ nm$^{-2}$ (every surface atom). $D_s$ has prefactor $10^{-3}$ cm$^2$/s and effective migration energy 0.40 eV, including adatom formation. Then $B\simeq2.01\times10^4$ nm$^4$/s, $\lambda_*=17.8$ nm and $\tau=3.2$ ms. If $D_s\nu$ is instead a flat-surface value and adatoms form a dilute equilibrium layer, rates are multiplied by
\begin{equation}
\exp\left(\frac{\gamma\Omega}{Rk_BT}\right),
\label{gibbs}
\end{equation}
here 7.8, with $\lambda_*$ unchanged.

\subsection{Surface energy at fixed volume}

Let the surface be
\begin{equation}
r=R+b+a\varphi,\qquad \varphi=\cos kz\,\cos n\theta ,
\end{equation}
with $a\ll R$ and $k$, $n$ not both zero. Angle brackets denote the average over $\theta$ and one wavelength. Then $\langle\varphi\rangle=0$, and we write $\langle\varphi^2\rangle=w$. The value of $w$ will cancel. Differentiation of the cosines gives
\begin{equation}
\langle\varphi_z^2\rangle=k^2w,\qquad
\langle\varphi_\theta^2\rangle=n^2w .
\end{equation}

The constant $b$ is needed to preserve the volume. The volume per length is $\pi\langle r^2\rangle$, and it must remain $\pi R^2$:
\begin{equation}
(R+b)^2+a^2w=R^2
\quad\Longrightarrow\quad
b=-\frac{a^2w}{2R}+O(a^4).
\label{b}
\end{equation}
The mean radius must shrink slightly, because the bulges gain more volume than the necks lose.

The area element of the surface is
\begin{equation}
\sqrt{r^2(1+r_z^2)+r_\theta^2}\,d\theta\,dz
=r\sqrt{1+r_z^2+\frac{r_\theta^2}{r^2}}\,d\theta\,dz .
\end{equation}
For small slopes $\sqrt{1+y}\simeq1+y/2$. To second order in $a$ the integrand is therefore
\begin{equation}
r+\frac R2r_z^2+\frac1{2R}r_\theta^2 .
\end{equation}
Average it and multiply by $2\pi$ to obtain the area per length:
\begin{align}
\mathcal A
&=2\pi\left[R+b+\frac{Rk^2wa^2}{2}+\frac{n^2wa^2}{2R}\right]\nonumber\\
&=2\pi R+\frac{\pi wa^2}{R}\left[-1+x^2+n^2\right].
\end{align}
The $-1$ comes from $b$. The change in surface energy per length is
\begin{equation}
\Delta E=\frac{\pi\gamma w}{R}(Q-1)a^2 .
\label{energy}
\end{equation}
It is negative when $Q<1$, which requires $n=0$ and $x<1$. A wave longer than the circumference lowers the area because the gain from a smaller mean radius outweighs the cost of a wavy outline.

Energy alone does not select $2\pi\sqrt2R$. At fixed $a$, the energy released per length is greatest as $x\to0$. The wavelength with the fastest growth also depends on how difficult it is to move the atoms.

\subsection{The cost of moving the atoms}

A flux $\mathbf J$ driven by a force $-\nabla_s\mu$ with $\mathbf J=-M\nabla_s\mu$ dissipates the power $\mathbf J\cdot(-\nabla_s\mu)=J^2/M$ per area. Here we take the quadratic expression $J^2/M$ as the starting point. Onsager's principle of linear response then says that, at a given shape, the actual motion minimizes
\begin{equation}
\mathcal R=\frac12\mathcal D+\frac{dE}{dt},
\qquad
\mathcal D=\int\frac{J^2}{M}\,dA ,
\label{onsager}
\end{equation}
among all fluxes that conserve atoms.

To first order, conservation on the cylinder requires
\begin{equation}
\nabla_s\!\cdot\mathbf J=-\frac{\dot a\varphi}{\Omega}.
\label{continuity}
\end{equation}
The rate $\dot b$ is proportional to $a\dot a$ and does not enter at this order. For a given $\dot a$, the term $dE/dt$ is fixed, so the flux must first minimize the dissipation. Write $\mathbf J=\nabla_s\psi+\mathbf J'$, where $\nabla_s\!\cdot\mathbf J'=0$. Over a periodic piece of surface, integration by parts gives
\begin{equation}
\int\nabla_s\psi\cdot\mathbf J'\,dA
=-\int\psi\,\nabla_s\!\cdot\mathbf J'\,dA=0 .
\end{equation}
The extra flux $\mathbf J'$ can only add the positive amount $\int J'^2dA/M$. The minimum has $\mathbf J'=0$.

On the unperturbed cylinder $\nabla_s^2\varphi=-(Q/R^2)\varphi$. Equation \eqref{continuity} is therefore solved by
\begin{equation}
\psi=\frac{R^2\dot a}{\Omega Q}\,\varphi .
\end{equation}
Next we need the average squared gradient,
\begin{equation}
\langle|\nabla_s\varphi|^2\rangle
=k^2w+\frac{n^2w}{R^2}=\frac{Qw}{R^2}.
\end{equation}
The dissipation per length is the circumference times the average of $J^2/M$:
\begin{align}
\mathcal D
&=\frac{2\pi R}{M}
\left(\frac{R^2\dot a}{\Omega Q}\right)^2\frac{Qw}{R^2}\nonumber\\
&=Z\dot a^2,\qquad
Z=\frac{2\pi R^3w}{M\Omega^2Q}.
\label{resistance}
\end{align}
The coefficient $Z$ acts as a resistance to changing the amplitude. For $n=0$ it varies as $1/x^2$. A long wave is slow because atoms must be carried from wide regions, which needs a large flux for a given $\dot a$.

\subsection{The growth rate again}

With $dE/dt=(d\Delta E/da)\dot a$, the quantity to be minimized is $\frac12Z\dot a^2+(d\Delta E/da)\dot a$. Setting its derivative with respect to $\dot a$ to zero gives $Z\dot a=-d\Delta E/da$. From \eqref{energy} and \eqref{resistance},
\begin{align}
\dot a
&=-\frac{M\Omega^2Q}{2\pi R^3w}\,
\frac{2\pi\gamma w}{R}(Q-1)a\nonumber\\
&=-\frac{\gamma\Omega^2M}{R^4}Q(Q-1)a
=-\frac{B}{R^4}Q(Q-1)a .
\end{align}
This is the rate found from the local equation. Treating one mode at a time is justified because products of different cosines average to zero in both the quadratic energy and the quadratic dissipation.

For $n=0$, the rate is the product of a driving factor $1-x^2$ and an ease of transport $x^2$. The factors sum to one, so their product is greatest when they are equal. This again gives $x^2=1/2$ and $\lambda_*=2\pi\sqrt2R$.

\subsection{Anisotropic surface energy and finite length}

The energy method extends easily to a surface energy $\gamma(\alpha)$ that depends on the tilt $\alpha$ of the surface relative to the axis, but not on the angle $\theta$. Let $\gamma$ be smooth and even in $\alpha$, and write $\gamma_0=\gamma(0)$. For an axisymmetric shape $\tan\alpha=r_z$, so
\begin{align}
\gamma(\alpha)\sqrt{1+r_z^2}
&\simeq\left(\gamma_0+\frac12\gamma_0''r_z^2\right)
\left(1+\frac12r_z^2\right)\nonumber\\
&\simeq\gamma_0+\frac12(\gamma_0+\gamma_0'')r_z^2 .
\end{align}
The wavy outline now costs more or less by the factor $\chi=(\gamma_0+\gamma_0'')/\gamma_0$, while the contribution from $b$ still contains $\gamma_0$. Thus $Q-1$ in \eqref{energy} becomes $\chi x^2-1$. With $B$ formed from $\gamma_0$ and the axial mobility,
\begin{equation}
s=\frac{B}{R^4}x^2(1-\chi x^2),\qquad
\lambda_*=2\pi\sqrt{2\chi}\,R ,
\end{equation}
for $\chi>0$, since the product of $\chi x^2$ and $1-\chi x^2$ is greatest at $\chi x^2=1/2$. For an assumed $\chi=1.5$, the 2.0 nm filament has $\lambda_*=21.8$ nm instead of 17.8 nm. Facets have a cusp in $\gamma(\alpha)$, and this expansion does not cover them.

The ends matter when the filament is short. Suppose it meets both electrodes at right angles and exchanges no atoms with them. The slope and the axial flux then vanish at $z=0$ and $z=L$, which allows $\cos(m\pi z/L)$ with $m=1,2,\ldots$ The condition $x=m\pi R/L<1$ is first met by $m=1$ when $L>\pi R$, or 6.3 nm here. For $L=20$ nm the fastest permitted mode is $m=2$, with wavelength 20 nm and growth time 3.3 ms. With another contact angle, or with exchange of atoms with the electrodes, the uniform cylinder is no longer a stationary shape. A flat electrode has $\mu=0$, below the value $\gamma\Omega/R$ on the filament, so atoms drain from the ends without any initial disturbance, and the filament can thin near its contacts much sooner than the growing mode would thin it. The times given here and below hold only when there is no such exchange.

\subsection{What each derivation assumes}

Both derivations assume a smooth continuum, uniform temperature, linear response of the flux, and transport confined to the surface. They are not independent physical theories. For a general shape the rate of energy change is
\begin{equation}
\frac{dE}{dt}=\int\frac{\mu}{\Omega}v_n\,dA
=-\int\mu\,\nabla_s\!\cdot\mathbf J\,dA
=\int\mathbf J\cdot\nabla_s\mu\,dA ,
\end{equation}
where conservation and an integration by parts have been used. Minimizing $\mathcal R$ in \eqref{onsager} with respect to $\mathbf J$ gives $\mathbf J/M+\nabla_s\mu=0$, the flux law assumed at the start of the first derivation.

The geometric work is different. The local method needs the curvature to first order, and its destabilizing term comes from the decrease of $1/r$ in a thick region. The energy method needs the area to second order, and the corresponding term comes from the decrease of the mean radius at fixed volume. The local method also supplies the nonlinear equation for later thinning. The energy method shows more directly what happens when another energy or another form of dissipation is added.

It also separates two lengths that are easily merged. The threshold $2\pi R$ belongs to the surface energy. The factor $\sqrt2$ belongs to surface diffusion as well. If, instead, the dissipation were purely local, proportional to $\dot a^2$ with a coefficient independent of $k$, the rate would vary as $1-x^2$. It would have the same threshold but no finite fastest wavelength.

\subsection{From the linear mode to a device}

For the bridge considered above, take $\sqrt{k_BT/\gamma}=0.064$ nm as a rough thermal scale for the initial amplitude. In a periodic filament of wavelength $\lambda_*$, linear growth would narrow the neck from about 2.0 nm to 0.6 nm in
\begin{equation}
\tau\ln\frac{2.0-0.6}{0.0644}\simeq9.8\ {\rm ms}.
\end{equation}
Integration of the nonlinear equation with constant $B$ gave 7.1 ms. The linear estimate is thus 38\% longer than the nonlinear time. The linear law was derived for amplitudes small compared with $R$, a condition that no longer holds at this neck, so it gives only a rough time. Both times also depend on the assumed initial amplitude: one four times smaller would add about $\tau\ln4=4.4$ ms to each. Such a smaller value is plausible: over one wavelength \eqref{energy} gives $|\Delta E|\lambda_*\simeq7.0\,\gamma a^2$, and setting this equal to $k_BT/2$ gives $a\simeq0.017$ nm. During the run the area fell to 0.973 of its initial value, while the relative volume error was $6.5\times10^{-7}$.

If each wavelength of a long filament eventually formed one sphere of radius $a_s$, volume conservation would require $\frac43\pi a_s^3=\pi R^2\lambda_*$. This gives $a_s=3.8$ nm. The linear theory does not establish that final state; small satellite drops, for example, would change it.

These values are meant for the regime of a volatile threshold switch, whose metal filament breaks after the bias is removed. The radius is an assumed value, and the millisecond time that follows from it and the other inputs is a weak prediction. An error of 0.05 eV in the migration energy changes it by a factor of 6.9. Heating to 358 K, with the other inputs fixed, shortens $\tau$ from 3.2 to 0.31 ms. The filament has only about 190 atoms in a cross-section, and an atomic size is 13\% of its radius, so the final pinch lies outside the continuum model. The capillary pressure $\gamma/R=0.5$ GPa may also cause plastic flow, which is not included. The model further assumes a smooth surface. A crystalline filament at 300 K may have facets, on which atoms must find a step or start a new layer; this can make breakup much slower than estimated here.

The most serious difference is that many device filaments lie inside a solid oxide. To estimate its resistance, treat the filament as rigid and the oxide as an elastic medium of shear modulus $G$ bonded around it. For a long wave, a wall displacement $a$ produces the radial displacement $u=aR/\rho$ in the oxide. This field has no volume change, so the radial stress at the wall is $2G\,du/d\rho=-2Ga/R$: the oxide pushes back with pressure $2Ga/R$. The capillary driving pressure at $x^2=1/2$ is $\gamma a(1-x^2)/R^2=\gamma a/(2R^2)$. Their ratio is
\begin{equation}
\frac{2Ga/R}{\gamma a/(2R^2)}=\frac{4GR}{\gamma}=320
\end{equation}
for an assumed $G=40$ GPa. The fastest wave is not truly long compared with $R$, so 320 is an order-of-magnitude estimate. For the longest waves, where the capillary drive is greatest, the ratio is $2GR/\gamma=160$. A metal filament is not rigid either; with a shear modulus near 30 GPa it lowers these ratios by less than a factor of two. The conclusion therefore has a wide margin. Within this elastic model the instability is suppressed, not merely delayed. The wavelength $2\pi\sqrt2R$ may be used for a filament with a free surface, or with enough open space around it. In a dense oxide, breakup by this route would first require the matrix to yield, relax its stress or provide voids. The computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
3D geometry, largest rate error: 4.8e-11 B/R^4
Fastest wavelength, formula: 8.8858 R
Fastest wavelength, numerical search: 8.8858 R
Largest growth rate, numerical: 0.25000 B/R^4
Long test cylinder length: 100 R
Leading mode, whole waves in it: 11
Unstable modes (sine and cosine): 30
Radius R: 2.0 nm
Filament length L: 20.0 nm
Surface energy: 1.0 J/m2
Atomic volume: 0.017 nm3
Surface site density: 15.13 nm^-2
Diffusion prefactor: 1.0e-03 cm2/s
Migration energy: 0.40 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
Surface diffusion coefficient: 1.907e-10 cm2/s
Coefficient B: 2.012e+04 nm4/s
Critical wavelength: 12.57 nm
Fastest wavelength: 17.77 nm
Growth time (factor e): 3.180 ms
Thermal seed amplitude: 0.0644 nm
Neck radius at stop: 0.60 nm
Time to that neck, nonlinear: 7.09 ms
Time to that neck, linear: 9.80 ms
Relative volume error in run: 6.5e-07
Final/initial area in run: 0.9733
Bead radius, one per wavelength: 3.76 nm
Curvature energy/thermal energy: 2.052
Exponential-density rate factor: 7.78
Growth time with that factor: 0.409 ms
Wavelength with that density law: 8.8858 R
Hot operating temperature: 358 K
Growth time when hot: 0.3094 ms
Assumed migration-energy error: 0.05 eV
Rate factor from it: 6.92
Assumed stiffness ratio: 1.50
Fastest wavelength at that ratio: 21.77 nm
Best finite-length mode, half-waves: 2
Its wavelength: 20.00 nm
Its growth time: 3.328 ms
Shortest unstable filament: 6.28 nm
Atomic size/radius: 0.129
Atoms in one cross-section: 190
Capillary pressure: 0.50 GPa
Assumed oxide shear modulus: 40 GPa
Elastic resistance/capillary drive: 320
\end{verbatim}
